# Why silicon's electron mobility exponent is not an acoustic-phonon law: test program

```python
# RESULT UNDER TEST
# Acoustic phonons alone give mobility mu ~ T^(-3/2) in a parabolic band.
# Intervalley phonons make the local exponent s = -d ln(mu)/d ln(T) larger:
#   s - 3/2 = average of sum_j f_j (p_j - 3/2),
# f_j = share of phonon j in the scattering rate, p_j = d ln(rate_j)/d ln(T)
# at fixed x = E/kT, average weight = tau x^(3/2) exp(-x).
# Symbols: m_d density-of-states mass, m_c conductivity mass, Xi acoustic
# deformation potential, D intervalley coupling, Z number of final valleys,
# hw phonon energy, rho mass density, v_s sound speed, alpha nonparabolicity.
# SI numbers are used internally. Silicon parameters are rough typical values.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

hbar, kB, e, m0 = const.hbar, const.k, const.e, const.m_e
pi = np.pi
meV = 1e-3 * e
m_l, m_t = 0.92 * m0, 0.19 * m0
m_d = (m_l * m_t**2) ** (1 / 3)
m_c = 3 / (1 / m_l + 2 / m_t)
rho, v_s, Xi = 2330.0, 9.0e3, 9.0 * e
alpha_si = 0.5 / e
kappa = 11.7
# name, phonon energy in meV, D in 1e8 eV/cm, number of final valleys
phonon_table = [("g", 12, 0.5, 1), ("g", 19, 0.8, 1), ("g", 62, 11.0, 1),
                ("f", 19, 0.3, 4), ("f", 47, 2.0, 4), ("f", 59, 2.0, 4)]
phonons = [(w * meV, D * 1e10 * e, Z) for _, w, D, Z in phonon_table]
high = np.array([w > 40 for _, w, _, _ in phonon_table])
gl_t, gl_w = np.polynomial.legendre.leggauss(48)
gl_t, gl_w = 0.5 * (gl_t + 1), 0.5 * gl_w


def dos(E, alpha=0.0):
    """States per energy and volume, one spin, one valley."""
    E = np.maximum(E, 0.0)
    return ((2 * m_d) ** 1.5 * np.sqrt(E * (1 + alpha * E))
            * (1 + 2 * alpha * E) / (4 * pi**2 * hbar**3))


def channels(E, T, alpha=0.0):
    """Rows: acoustic, then absorption and emission for each phonon."""
    rows = [2 * pi * Xi**2 * kB * T * dos(E, alpha) / (hbar * rho * v_s**2)]
    for hw, D, Z in phonons:
        N = 1 / np.expm1(hw / (kB * T))
        c = pi * D**2 * Z * hbar / (rho * hw)
        rows.append(c * N * dos(E + hw, alpha))
        rows.append(c * (N + 1) * dos(E - hw, alpha))
    return np.array(rows)


def energy_nodes(T):
    """Quadrature in x = E/kT, split at every emission threshold."""
    cuts = {0.0, 1.0, 3.0, 8.0, 16.0, 45.0}
    cuts |= {hw / (kB * T) for hw, _, _ in phonons if hw / (kB * T) < 45}
    cuts = sorted(cuts)
    xs, ws = [], []
    for a, b in zip(cuts[:-1], cuts[1:]):
        xs.append(a + (b - a) * gl_t**2)
        ws.append(2 * (b - a) * gl_t * gl_w)
    return np.concatenate(xs), np.concatenate(ws)


def impurity_rate(E, T, n_imp):
    """Screened Coulomb momentum relaxation, Born approximation."""
    coulomb = e**2 / (4 * pi * const.epsilon_0 * kappa)
    qD2 = 4 * pi * coulomb * n_imp / (kB * T)
    k2 = 2 * m_d * E / hbar**2
    b = 4 * k2 / qD2
    angular = (np.log1p(b) - b / (1 + b)) / (4 * k2**2)
    return pi / hbar * n_imp * dos(E) * (4 * pi * coulomb) ** 2 * angular


def mobility(T, alpha=0.0, weights=None, n_imp=0.0, rate_function=None):
    x, w = energy_nodes(T)
    E = x * kB * T
    if rate_function is not None:
        rate = rate_function(E, T)
    else:
        weights = np.ones(13) if weights is None else weights
        rate = weights @ channels(E, T, alpha)
    if n_imp > 0:
        rate = rate + impurity_rate(E, T, n_imp)
    gam, slope = E * (1 + alpha * E), 1 + 2 * alpha * E
    top = np.sum(w * gam**1.5 / slope * np.exp(-x) / rate)
    bottom = np.sum(w * np.sqrt(gam) * slope * np.exp(-x))
    return 2 * e * top / (3 * m_c * kB * T * bottom)


def exponent(T, **options):
    h = 2e-3
    return -(np.log(mobility(T * np.exp(h), **options))
             - np.log(mobility(T * np.exp(-h), **options))) / (2 * h)


def shares_and_excess(T):
    """Averages of f_j and f_j (p_j - 3/2), parabolic band."""
    x, w = energy_nodes(T)
    tau = 1 / channels(x * kB * T, T).sum(axis=0)
    weight = w * tau * x**1.5 * np.exp(-x)
    weight /= weight.sum()
    share, excess = [], []
    for hw, D, Z in phonons:
        y = hw / (kB * T)
        N = 1 / np.expm1(y)
        pref = pi * D**2 * Z * hbar / (rho * hw) * dos(kB * T)
        up, down = np.sqrt(x + y), np.sqrt(np.maximum(x - y, 0))
        inverse = np.divide(1.0, down, out=np.zeros_like(x), where=down > 0)
        value = N * up + (N + 1) * down
        growth = (0.5 * value + y * N * (N + 1) * (up + down)
                  - N * y / (2 * up) + (N + 1) * y * inverse / 2)
        share.append(np.sum(weight * tau * pref * value))
        excess.append(np.sum(weight * tau * pref * (growth - 1.5 * value)))
    return np.array(share), np.array(excess)


def inelastic_acoustic_rate(E, T):
    """Golden rule over phonon momentum q, true phonon energy and number."""
    k, q0 = np.sqrt(2 * m_d * E) / hbar, m_d * v_s / hbar

    def integral(low, high_q, extra):
        q = low[:, None] + (high_q - low)[:, None] * gl_t
        number = 1 / np.expm1(hbar * v_s * q / (kB * T)) + extra
        return (high_q - low) * ((q**2 * number) @ gl_w)

    total = integral(np.maximum(0, 2 * (q0 - k)), 2 * (k + q0), 0)
    emit = k > q0
    total[emit] += integral(np.zeros(emit.sum()), 2 * (k[emit] - q0), 1)
    return Xi**2 * m_d / (4 * pi * rho * v_s * hbar**2 * k) * total


T0 = 300.0
kT = kB * T0
cm2 = 1e4
only_ac = np.zeros(13)
only_ac[0] = 1
only_iv = 1 - only_ac

# Explicit sum over k states of one ellipsoidal, nonparabolic valley
E0, half = 60 * meV, 6 * meV
gam_max = 70 * meV * (1 + alpha_si * 70 * meV)
n_grid = 120
masses = np.array([m_t, m_t, m_l])
k_max = np.sqrt(2 * masses * gam_max) / hbar
axes = [(np.arange(n_grid) + 0.5) * km / n_grid for km in k_max]
kx, ky, kz = np.meshgrid(*axes, indexing="ij", sparse=True)
gam = hbar**2 * (kx**2 / m_t + ky**2 / m_t + kz**2 / m_l) / 2
E_grid = (np.sqrt(1 + 4 * alpha_si * gam) - 1) / (2 * alpha_si)
inside = np.abs(E_grid - E0) < half
cell = np.prod(k_max / n_grid) / (2 * pi) ** 3
dos_counted = 8 * inside.sum() * cell / (2 * half)
assert abs(dos_counted / dos(E0, alpha_si) - 1) < 0.01
speed2 = (hbar**2 * (kx**2 / m_t**2 + ky**2 / m_t**2 + kz**2 / m_l**2)
          / (1 + 2 * alpha_si * E_grid) ** 2)
speed2_formula = (2 * E0 * (1 + alpha_si * E0)
                  / (m_c * (1 + 2 * alpha_si * E0) ** 2))
assert abs(speed2[inside].mean() / speed2_formula - 1) < 0.01
hw, D, Z = phonons[2]
matrix2 = hbar**2 * D**2 / (2 * rho * hw) * (1 / np.expm1(hw / kT) + 1)
golden = 2 * pi / hbar * matrix2 * Z * dos_counted
emission = channels(np.array([E0 + hw]), T0, alpha_si)[6, 0]
assert abs(golden / emission - 1) < 0.01

# Acoustic scattering: elastic formula against the phonon integral
rate_elastic = channels(np.array([kT]), T0)[0, 0]
rate_inelastic = inelastic_acoustic_rate(np.array([kT]), T0)[0]
assert abs(rate_inelastic / rate_elastic - 1) < 0.03
mu_ac = mobility(T0, weights=only_ac)
mu_ac_closed = (2 * np.sqrt(2 * pi) * e * hbar**4 * rho * v_s**2
                / (3 * m_d**1.5 * m_c * Xi**2 * kT**1.5))
assert abs(mu_ac / mu_ac_closed - 1) < 1e-8
s_ac = exponent(T0, weights=only_ac)
assert abs(s_ac - 1.5) < 1e-6
s_inelastic = exponent(T0, rate_function=inelastic_acoustic_rate)
assert abs(s_inelastic - 1.5) < 0.03

# Random flights at zero field; mobility from velocity memory
rng = np.random.default_rng(7)
n_el, t_end = 200000, 4e-12


def random_velocity(E):
    direction = rng.normal(size=(len(E), 3))
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    return direction * np.sqrt(2 * E / m_c)[:, None]


E = kT * rng.gamma(1.5, size=n_el)
v = random_velocity(E)
v_start, left = v.copy(), np.full(n_el, t_end)
shift = np.array([0.0] + [s * p[0] for p in phonons for s in (1, -1)])
memory, final_energy = 0.0, 0.0
while len(E):
    cumulative = np.cumsum(channels(E, T0), axis=0)
    dt = np.minimum(rng.exponential(size=len(E)) / cumulative[-1], left)
    memory += np.sum(np.sum(v_start * v, axis=1) * dt)
    left = left - dt
    alive = left > 0
    final_energy += E[~alive].sum()
    cumulative, E = cumulative[:, alive], E[alive]
    left, v_start = left[alive], v_start[alive]
    if len(E):
        draw = rng.random(len(E)) * cumulative[-1]
        E = E + shift[np.sum(cumulative < draw, axis=0)]
        v = random_velocity(E)
mu_flights = e * memory / (3 * n_el * kT)
energy_ratio = final_energy / (n_el * kT)
mu_par = mobility(T0)
# statistical error of the flight mobility is below one percent
assert abs(mu_flights / mu_par - 1) < 0.03
assert abs(energy_ratio - 1.5) < 0.015

# Exponent identity, sign and limits
for T in (100.0, 200.0, 300.0, 500.0):
    assert abs(shares_and_excess(T)[1].sum() - exponent(T) + 1.5) < 1e-4
share, excess = shares_and_excess(T0)
s_par = exponent(T0)
assert s_par > s_ac + 0.2
assert excess[high].sum() > excess[~high].sum()
T_scan = np.geomspace(20, 2000, 201)
s_scan = np.array([exponent(T) for T in T_scan])
assert np.all(s_scan > 1.5)
assert abs(exponent(5.0) - 1.5) < 0.01
assert abs(exponent(20000.0) - 1.5) < 0.01
peak = np.argmax(s_scan)

# Nonparabolic band
small = 1e-4 / kT
slope_small = (exponent(T0, alpha=small, weights=only_ac) - 1.5) / 1e-4
assert abs(slope_small / 9.75 - 1) < 0.01
s_ac_np = exponent(T0, alpha=alpha_si, weights=only_ac)
s_np = exponent(T0, alpha=alpha_si)
mu_np = mobility(T0, alpha=alpha_si)
assert s_np > s_ac_np + 0.2 and s_np > s_par

# Apparent power law in a limited range
T_fit = np.linspace(250, 400, 31)
log_mu = np.log([mobility(T, alpha=alpha_si) for T in T_fit])
fit = np.polyfit(np.log(T_fit / T0), log_mu, 1)
misfit = np.max(np.abs(np.expm1(np.polyval(fit, np.log(T_fit / T0)) - log_mu)))
assert misfit < 0.02
mu_400 = mobility(400.0, alpha=alpha_si)
mu_400_wrong = mu_np * (400 / T0) ** -1.5
assert mu_400_wrong > mu_400


# Relative strengthening of the high-energy phonons that gives s = 2.4
def strengthened(factor):
    weights = np.ones(13)
    weights[1:][np.repeat(high, 2)] = factor
    return weights


target = 2.4
factor = brentq(lambda f: exponent(T0, alpha=alpha_si,
                                   weights=strengthened(f)) - target, 0.01, 100)
mu_strong = mobility(T0, alpha=alpha_si, weights=strengthened(factor))
common = mu_strong / mu_np
assert abs(exponent(T0, alpha=alpha_si,
                    weights=common * strengthened(factor)) - target) < 1e-6

# Adding inverse mobilities is only an estimate
mu_iv = mobility(T0, weights=only_iv)
mu_sum_rule = 1 / (1 / mu_ac + 1 / mu_iv)
assert mu_par < mu_sum_rule

# Other neglected effects
n_imp = 1e20
b_test = 1e4
numeric = quad(lambda z: z / (z + 2 / b_test) ** 2, 0, 2,
               points=[2 / b_test, 0.01], limit=200)[0]
assert abs(numeric / (np.log1p(b_test) - b_test / (1 + b_test)) - 1) < 1e-6
mu_imp = mobility(T0, n_imp=n_imp)
s_imp = exponent(T0, n_imp=n_imp)
N_c = 12 * (m_d * kT / (2 * pi * hbar**2)) ** 1.5
drift_ratio = mu_np * 1e3 / np.sqrt(3 * kT / m_c)

print("INPUTS: rough typical silicon values")
print(f"m_l, m_t = {m_l/m0:.2f}, {m_t/m0:.2f} m0; "
      f"m_d, m_c = {m_d/m0:.4f}, {m_c/m0:.4f} m0")
print(f"density {rho/1000:.2f} g/cm3, sound speed {v_s/1000:.1f} km/s")
print(f"Xi = {Xi/e:.1f} eV, alpha = {alpha_si*e:.2f} 1/eV, kappa = {kappa}")
print(f"kT at {T0:.0f} K = {kT/meV:.2f} meV")
print("phonon: energy meV, D 1e8 eV/cm, Z, N(300 K), share, excess in s")
for row, f_j, x_j in zip(phonon_table, share, excess):
    N = 1 / np.expm1(row[1] * meV / kT)
    print(f"  {row[0]} {row[1]:3d} {row[2]:5.1f} {row[3]} "
          f"{N:.4f} {f_j:.4f} {x_j:+.4f}")
print("PARABOLIC BAND, 300 K")
print(f"acoustic rate at E=kT: {rate_elastic:.4e} 1/s")
print(f"acoustic-only mobility {mu_ac*cm2:.1f} cm2/Vs, s = {s_ac:.4f}")
print(f"intervalley-only mobility {mu_iv*cm2:.1f} cm2/Vs, "
      f"s = {exponent(T0, weights=only_iv):.4f}")
print(f"all phonons: mobility {mu_par*cm2:.1f} cm2/Vs, s = {s_par:.4f}")
print(f"inverse-mobility sum estimate {mu_sum_rule*cm2:.1f} cm2/Vs")
print(f"random-flight mobility {mu_flights*cm2:.1f} cm2/Vs")
print(f"random-flight final mean energy {energy_ratio:.4f} kT")
print(f"total intervalley share {share.sum():.4f}")
print(f"mean intervalley growth exponent {1.5+excess.sum()/share.sum():.4f}")
print(f"excess from phonons above 40 meV {excess[high].sum():.4f}")
print(f"excess from phonons below 40 meV {excess[~high].sum():.4f}")
print(f"largest s on 20-2000 K scan {s_scan[peak]:.3f} at {T_scan[peak]:.0f} K")
print("NONPARABOLIC BAND, 300 K")
print(f"acoustic only: s = {s_ac_np:.4f}")
print(f"all phonons: mobility {mu_np*cm2:.1f} cm2/Vs, s = {s_np:.4f}")
print("T in K: s acoustic parabolic, s all parabolic, s all nonparabolic, mu")
for T in (100.0, 200.0, 300.0, 400.0, 600.0):
    print(f"  {T:.0f}: {exponent(T, weights=only_ac):.3f} {exponent(T):.3f} "
          f"{exponent(T, alpha=alpha_si):.3f} "
          f"{mobility(T, alpha=alpha_si)*cm2:.1f} cm2/Vs")
print(f"fit 250-400 K: s = {-fit[0]:.4f}, largest misfit {100*misfit:.3f} %")
print(f"400 K mobility: model {mu_400*cm2:.1f}, "
      f"T^-1.5 from 300 K {mu_400_wrong*cm2:.1f} cm2/Vs")
print(f"overestimate by T^-1.5: {100*(mu_400_wrong/mu_400-1):.2f} %")
print(f"TO REACH s = {target}: high-phonon rates times {factor:.3f}")
print(f"mobility then {mu_strong*cm2:.1f} cm2/Vs; all rates times {common:.4f}")
print(f"restores it, with Xi = {Xi/e*np.sqrt(common):.3f} eV")
print(f"and high-phonon D times {np.sqrt(common*factor):.4f}")
print("NEGLECTED EFFECTS, 300 K")
print(f"inelastic/elastic acoustic rate at E=kT {rate_inelastic/rate_elastic:.5f}")
print(f"acoustic s using inelastic total rate {s_inelastic:.4f}")
print(f"impurities {n_imp*1e-6:.0e} cm^-3: mobility {100*(mu_imp/mu_par-1):+.3f} %, "
      f"s {s_imp-s_par:+.4f}")
print(f"degeneracy n/Nc = {n_imp/N_c:.2e}")
print(f"drift/thermal speed at 10 V/cm = {drift_ratio:.2e}")
print("done: every assertion held")
```

Printed output:

```
INPUTS: rough typical silicon values
m_l, m_t = 0.92, 0.19 m0; m_d, m_c = 0.3214, 0.2583 m0
density 2.33 g/cm3, sound speed 9.0 km/s
Xi = 9.0 eV, alpha = 0.50 1/eV, kappa = 11.7
kT at 300 K = 25.85 meV
phonon: energy meV, D 1e8 eV/cm, Z, N(300 K), share, excess in s
  g  12   0.5 1 1.6929 0.0390 +0.0055
  g  19   0.8 1 0.9213 0.0362 +0.0108
  g  62  11.0 1 0.1000 0.2279 +0.3701
  f  19   0.3 4 0.9213 0.0203 +0.0061
  f  47   2.0 4 0.1938 0.0794 +0.1015
  f  59   2.0 4 0.1137 0.0361 +0.0591
PARABOLIC BAND, 300 K
acoustic rate at E=kT: 1.6936e+12 1/s
acoustic-only mobility 3024.2 cm2/Vs, s = 1.5000
intervalley-only mobility 3845.7 cm2/Vs, s = 2.7883
all phonons: mobility 1614.2 cm2/Vs, s = 2.0531
inverse-mobility sum estimate 1692.9 cm2/Vs
random-flight mobility 1613.2 cm2/Vs
random-flight final mean energy 1.4965 kT
total intervalley share 0.4388
mean intervalley growth exponent 2.7603
excess from phonons above 40 meV 0.5307
excess from phonons below 40 meV 0.0224
largest s on 20-2000 K scan 2.080 at 240 K
NONPARABOLIC BAND, 300 K
acoustic only: s = 1.6162
all phonons: mobility 1427.6 cm2/Vs, s = 2.1614
T in K: s acoustic parabolic, s all parabolic, s all nonparabolic, mu
  100: 1.500 1.711 1.754 13316.9 cm2/Vs
  200: 1.500 2.055 2.136 3434.3 cm2/Vs
  300: 1.500 2.053 2.161 1427.6 cm2/Vs
  400: 1.500 1.956 2.098 773.1 cm2/Vs
  600: 1.500 1.793 2.004 337.0 cm2/Vs
fit 250-400 K: s = 2.1479, largest misfit 0.328 %
400 K mobility: model 773.1, T^-1.5 from 300 K 927.3 cm2/Vs
overestimate by T^-1.5: 19.94 %
TO REACH s = 2.4: high-phonon rates times 1.942
mobility then 1079.6 cm2/Vs; all rates times 0.7562
restores it, with Xi = 7.827 eV
and high-phonon D times 1.2120
NEGLECTED EFFECTS, 300 K
inelastic/elastic acoustic rate at E=kT 0.99334
acoustic s using inelastic total rate 1.5048
impurities 1e+14 cm^-3: mobility -0.413 %, s -0.0122
degeneracy n/Nc = 3.64e-06
drift/thermal speed at 10 V/cm = 6.21e-04
done: every assertion held
```
